**Zeeman splitting against thermal width in superconducting tunnelling**

The program tests the estimate B = 3.5 kT/(2μ_B), where B is the field, T the temperature and μ_B the Bohr magneton; at 0.4 K it gives 1.04 T. It asserts the gap-edge splitting by diagonalizing the pairing Hamiltonian, the conductance formula by differentiating the current, and the thermal width by finite differences. For narrow symmetric lines it asserts that a dip starts at 2.63 kT and that the midpoint signal is 0.9 of the line-centre signal when the spacing equals the full thermal width. For BCS peaks it counts maxima and, in the wide-gap limit, compares the onset with a separate polylogarithm calculation. With a gap of 0.35 meV, two maxima appear at 1.54 T, or at 1.74 T with orbital depairing in a 4 nm film. The depairing energy, the depaired density of states and the Pauli limit are also checked by independent numerical routes. Spin-orbit scattering is given only as a size and is not included in the curves.

## Program and output

```python
# Result under test: Zeeman-split tunnelling peaks of a superconductor reach a
# spacing equal to the thermal width when B = 3.5 k T / (2 mu_B), near 1 T at 0.4 K.
# This is a scale: the program also finds when two separate maxima really appear.
# Symbols: gap = pairing energy, half = mu_B B (half the g = 2 splitting),
# split = 2 half, zeta = orbital depairing energy / gap.
# Curves use energies in units of k T; printed energies are in meV.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit
from mpmath import polylog, exp as mpexp

k_mev = sc.k / sc.e * 1e3
mu_mev = sc.physical_constants['Bohr magneton in eV/T'][0] * 1e3
temperature = 0.4          # K
gap_mev = 0.35             # rough value for a thin aluminium film
thickness = 4e-9           # m
diffusion = 5e-4           # m^2/s
spin_orbit = 0.05          # spin-orbit scattering energy / gap, rough
kt = k_mev * temperature
gap = gap_mev / kt


def kernel(x):
    """Minus the derivative of the Fermi function, argument in k T."""
    return 0.25 / np.cosh(np.clip(x, -300, 300) / 2)**2


def bias_grid(center, half, points=401):
    return np.linspace(center - half - 4, center + half + 8, points)


def smooth(bias, energy, weight, half):
    """Thermally smoothed conductance, both spins, both signs of energy."""
    total = np.zeros(len(bias))
    for shift in (half, -half):
        above = kernel(energy[None, :] + shift - bias[:, None])
        below = kernel(energy[None, :] - shift + bias[:, None])
        total += 0.5 * (above + below) @ weight
    return total


def bcs_curve(bias, pairing, half):
    """Integration over xi removes the singularity of the BCS density."""
    top = np.max(bias) + half + 40
    xi = np.linspace(0, np.sqrt(top**2 - pairing**2), 3001)
    weight = np.full(len(xi), xi[1])
    weight[[0, -1]] *= 0.5
    return smooth(bias, np.sqrt(xi**2 + pairing**2), weight, half)


def depaired_density(eps, zeta):
    """Density of states with depairing, from the complex root of a quartic."""
    matrix = np.zeros((len(eps), 4, 4))
    matrix[:, 0, 0] = 2 * eps
    matrix[:, 0, 1] = 1 - eps**2 - zeta**2
    matrix[:, 0, 2] = -2 * eps
    matrix[:, 0, 3] = eps**2
    for row in range(3):
        matrix[:, row + 1, row] = 1
    return np.max(np.linalg.eigvals(matrix).imag, axis=1) / zeta


def depaired_curve(bias, half, zeta):
    eps = np.linspace(0, 6, 4001)
    weight = depaired_density(eps, zeta) * eps[1] * gap
    weight[[0, -1]] *= 0.5
    return smooth(bias, eps * gap, weight, half)


def peak_index(curve):
    inner = curve[1:-1]
    return 1 + np.flatnonzero((inner > curve[:-2]) & (inner > curve[2:]))


def first_two_maxima(curve_for_split, low, high):
    assert len(peak_index(curve_for_split(low))) < 2
    assert len(peak_index(curve_for_split(high))) == 2
    for _ in range(14):
        middle = 0.5 * (low + high)
        if len(peak_index(curve_for_split(middle))) >= 2:
            high = middle
        else:
            low = middle
    return 0.5 * (low + high)


def depairing_mev(field):
    joule = diffusion * (sc.e * field * thickness)**2 / (6 * sc.hbar)
    return joule / sc.e * 1e3


def field_of(split):
    return split * kt / (2 * mu_mev)


# Gap edges from diagonalization of the pairing Hamiltonian with Zeeman energy.
half_test = 0.2
levels = []
for xi_value in np.linspace(-1, 1, 41):
    normal = xi_value * np.eye(2) + half_test * np.diag([1, -1])
    pair = np.array([[0.0, 1.0], [-1.0, 0.0]])
    full = np.block([[normal, pair], [pair.T, -normal]])
    levels.append(np.linalg.eigvalsh(full)[2:])
edges = np.min(levels, axis=0)
assert np.allclose(edges, [1 - half_test, 1 + half_test], atol=1e-10)

# Conductance from a numerical derivative of the tunnelling current.
def current(bias, half):
    def integrand(xi):
        energy = np.sqrt(xi**2 + gap**2)
        value = 0.0
        for level in (energy + half, energy - half,
                      -energy + half, -energy - half):
            value += 0.5 * (expit(bias - level) - expit(-level))
        return value
    return quad(integrand, 0, 80, limit=300, epsabs=1e-11, epsrel=1e-11)[0]


step = 2e-3
for bias_test in (gap - 1, gap + 2):
    slope_test = (current(bias_test + step, 1.5)
                  - current(bias_test - step, 1.5)) / (2 * step)
    direct = bcs_curve(np.array([bias_test]), gap, 1.5)[0]
    assert abs(slope_test - direct) < 1e-5

# Thermal width from finite differences of the Fermi function.
def fermi_slope(x):
    return (expit(-(x - 1e-4)) - expit(-(x + 1e-4))) / 2e-4


width_numeric = 2 * brentq(lambda x: fermi_slope(x) - fermi_slope(0) / 2, 0, 5)
width = 4 * np.arccosh(np.sqrt(2))
assert abs(width - width_numeric) < 1e-5

# Field estimate, and the same estimate through atomic units.
field = 3.5 * kt / (2 * mu_mev)
hartree = sc.physical_constants['Hartree energy'][0]
field_unit = sc.physical_constants['atomic unit of mag. flux density'][0]
field_au = 3.5 * sc.k * temperature / hartree
assert abs(field_au * field_unit / field - 1) < 1e-6
assert 0.9 < field < 1.1

# Narrow symmetric lines: onset of a dip, and its depth at the thermal width.
def narrow_curve(split):
    bias = bias_grid(0, split / 2)
    return kernel(bias - split / 2) + kernel(bias + split / 2)


narrow_onset = first_two_maxima(narrow_curve, 1.5, 8)
narrow_formula = 4 * np.arctanh(1 / np.sqrt(3))
assert abs(narrow_onset - narrow_formula) < 0.01
dip_ratio = 2 * kernel(width_numeric / 2) / (kernel(0) + kernel(width_numeric))
assert abs(dip_ratio - 0.9) < 1e-5

# BCS peaks: onset by counting maxima.
def bcs_for(pairing):
    return lambda split: bcs_curve(bias_grid(pairing, split / 2),
                                   pairing, split / 2)


bcs_onset = first_two_maxima(bcs_for(gap), 3.5, 8)
wide_count = first_two_maxima(bcs_for(1000.0), 3.5, 8)

# Wide-gap onset from slopes of the smoothed inverse square root (polylogarithm).
def edge_slope(x):
    return -float(polylog(-1.5, -mpexp(x)).real)


candidates = []
for upper in np.linspace(1.4, 3.4, 41):
    fall = edge_slope(upper)
    if fall < 0:
        lower = brentq(lambda x: edge_slope(x) + fall, -30, -1.2)
        candidates.append(upper - lower)
wide_onset = min(candidates)
assert abs(wide_count - wide_onset) < 0.03

# Orbital depairing: lowest eigenvalue of diffusion with pair momentum 2eBz/hbar.
cells = 200
position = (np.arange(cells) + 0.5) / cells - 0.5
momentum = 2 * sc.e * field * thickness**2 / sc.hbar
diagonal = np.full(cells, 2.0)
diagonal[[0, -1]] = 1.0
operator = cells**2 * (np.diag(diagonal) - np.eye(cells, k=1)
                       - np.eye(cells, k=-1))
operator += np.diag((momentum * position)**2)
rate = np.linalg.eigvalsh(operator)[0] * diffusion / thickness**2
alpha_numeric = sc.hbar * rate / 2 / sc.e * 1e3
alpha = depairing_mev(field)
assert abs(alpha_numeric / alpha - 1) < 2e-3

# Depaired density against Newton solution of the angle equation, and gap edge.
zeta_test = 0.02
for eps_test in (1.2, 1.5, 2.5):
    theta = 1j * np.arctanh(1 / eps_test)
    for _ in range(60):
        sine, cosine = np.sin(theta), np.cos(theta)
        value = 1j * eps_test * sine + cosine - zeta_test * sine * cosine
        change = (1j * eps_test * cosine - sine
                  - zeta_test * (cosine**2 - sine**2))
        theta -= value / change
    density = depaired_density(np.array([eps_test]), zeta_test)[0]
    assert abs(density - abs(np.cos(theta).real)) < 1e-7
edge = (1 - zeta_test**(2 / 3))**1.5
around = depaired_density(np.array([0.999 * edge, 1.001 * edge]), zeta_test)
assert around[0] < 1e-3 and around[1] > 0.05
bias_check = bias_grid(gap, 1.5)
ideal_check = bcs_curve(bias_check, gap, 1.5)
weak_check = depaired_curve(bias_check, 1.5, 1e-3)
assert np.max(abs(weak_check - ideal_check)) < 0.05 * np.max(ideal_check)

# Onset of two maxima with depairing that grows as the square of the field.
def real_curve(split):
    zeta = depairing_mev(field_of(split)) / gap_mev
    return depaired_curve(bias_grid(gap, split / 2), split / 2, zeta)


real_onset = first_two_maxima(real_curve, 3.5, 8)
assert bcs_onset > width > narrow_onset

# Pauli limit from the pairing energy and the energy of spin polarization.
cutoff = 100.0
inverse_coupling = quad(lambda x: 1 / np.sqrt(x * x + 1), 0, cutoff,
                        limit=200)[0]
pair_energy = inverse_coupling + 2 * quad(
    lambda x: x - np.sqrt(x * x + 1), 0, cutoff, limit=200)[0]


def spin_energy(half):
    return 2 * quad(lambda x: x - half, 0, half)[0]


pauli_half = brentq(lambda h: spin_energy(h) - pair_energy, 0.1, 2)
assert abs(pauli_half - 1 / np.sqrt(2)) < 1e-4
pauli_field = gap_mev / (np.sqrt(2) * mu_mev)
assert pauli_field > field_of(real_onset)

# Peak positions at a field where both curves show two maxima.
show_field = 2.0
show_half = mu_mev * show_field / kt
show_bias = bias_grid(gap, show_half, 1201)
show_zeta = depairing_mev(show_field) / gap_mev
show_curves = [('ideal', bcs_curve(show_bias, gap, show_half)),
               ('depaired', depaired_curve(show_bias, show_half, show_zeta))]

print(f"temperature: {temperature:.1f} K")
print(f"k T: {kt:.5f} meV")
print(f"Bohr magneton: {mu_mev:.5f} meV/T")
print(f"thermal full width / kT: {width:.4f}")
print(f"3.5 kT: {3.5 * kt:.4f} meV")
print(f"estimated field, factor 3.5: {field:.3f} T")
print(f"estimated field, full factor: {field_of(width):.3f} T")
print(f"estimated field: {field_au:.4e} atomic units")
print(f"atomic unit of field: {field_unit:.5e} T")
print(f"field per kelvin: {field / temperature:.3f} T/K")
print(f"narrow lines, dip onset / kT: {narrow_formula:.3f}")
print(f"narrow lines, dip onset field: {field_of(narrow_formula):.3f} T")
print(f"narrow lines, midpoint / line-centre signal: {dip_ratio:.3f}")
print(f"gap: {gap_mev:.2f} meV")
print(f"gap / kT: {gap:.2f}")
print(f"film thickness: {thickness * 1e9:.1f} nm")
print(f"diffusion constant: {diffusion * 1e4:.1f} cm2/s")
print(f"BCS wide-gap onset / kT, slopes: {wide_onset:.2f}")
print(f"BCS wide-gap onset / kT, counting: {wide_count:.2f}")
print(f"BCS onset / kT, this gap: {bcs_onset:.2f}")
print(f"BCS onset field: {field_of(bcs_onset):.2f} T")
print(f"onset / kT with depairing: {real_onset:.2f}")
print(f"onset field with depairing: {field_of(real_onset):.2f} T")
print(f"depairing energy at estimated field: {alpha:.5f} meV")
print(f"depairing energy / gap at estimated field: {alpha / gap_mev:.4f}")
print(f"Pauli-limit field at zero temperature: {pauli_field:.2f} T")
boltzmann = np.exp(-(gap_mev - mu_mev * field) / kt)
print(f"thermal factor of lower gap edge: {boltzmann:.1e}")
print(f"spin-orbit energy / gap, input: {spin_orbit:.2f}")
ratio = spin_orbit * gap_mev / (2 * mu_mev * field)
print(f"spin-orbit energy / splitting at estimate: {ratio:.2f}")
print(f"example field: {show_field:.1f} T")
print(f"example Zeeman splitting: {2 * mu_mev * show_field:.4f} meV")
for name, curve in show_curves:
    found = peak_index(curve)
    assert len(found) == 2
    first, second = show_bias[found] * kt
    dip = np.min(curve[found[0]:found[1] + 1])
    print(f"{name} peaks, e times bias: {first:.3f}, {second:.3f} meV")
    print(f"{name} peak separation: {second - first:.3f} meV")
    print(f"{name} dip / upper-peak conductance: {dip / curve[found[1]]:.3f}")
print("all good")
```

Running it gives:

```
temperature: 0.4 K
k T: 0.03447 meV
Bohr magneton: 0.05788 meV/T
thermal full width / kT: 3.5255
3.5 kT: 0.1206 meV
estimated field, factor 3.5: 1.042 T
estimated field, full factor: 1.050 T
estimated field: 4.4335e-06 atomic units
atomic unit of field: 2.35052e+05 T
field per kelvin: 2.605 T/K
narrow lines, dip onset / kT: 2.634
narrow lines, dip onset field: 0.784 T
narrow lines, midpoint / line-centre signal: 0.900
gap: 0.35 meV
gap / kT: 10.15
film thickness: 4.0 nm
diffusion constant: 5.0 cm2/s
BCS wide-gap onset / kT, slopes: 4.72
BCS wide-gap onset / kT, counting: 4.73
BCS onset / kT, this gap: 5.16
BCS onset field: 1.54 T
onset / kT with depairing: 5.84
onset field with depairing: 1.74 T
depairing energy at estimated field: 0.00220 meV
depairing energy / gap at estimated field: 0.0063
Pauli-limit field at zero temperature: 4.28 T
thermal factor of lower gap edge: 2.2e-04
spin-orbit energy / gap, input: 0.05
spin-orbit energy / splitting at estimate: 0.15
example field: 2.0 T
example Zeeman splitting: 0.2315 meV
ideal peaks, e times bias: 0.281, 0.506 meV
ideal peak separation: 0.225 meV
ideal dip / upper-peak conductance: 0.556
depaired peaks, e times bias: 0.285, 0.504 meV
depaired peak separation: 0.219 meV
depaired dip / upper-peak conductance: 0.586
all good
```
